# Mesh density for the Fermi radius of lightly doped monolayer MoS2

## 1. Circular pockets

Add electrons of sheet density \(n\) to a monolayer whose conduction band has two valleys, at K and K′, each with two degenerate spins. Suppose that the Fermi line in each valley is a circle of radius \(k_F\), that the temperature is zero, and that all \(g=2\times2=4\) pockets are equally filled. A pocket of area \(\pi k_F^2\) in reciprocal space holds \(\pi k_F^2/(2\pi)^2\) electrons per unit area, so

\[
n=g\,\frac{\pi k_F^2}{4\pi^2}=\frac{g k_F^2}{4\pi},
\qquad
k_F=\sqrt{\frac{4\pi n}{g}} .
\]

For \(g=4\) this is \(k_F=\sqrt{\pi n}\). The effective mass has dropped out: it sets how deep the pocket is filled, not how wide it is. With \(n=10^{12}\ \mathrm{cm^{-2}}=0.01\ \mathrm{nm^{-2}}\),

\[
k_F=\sqrt{\pi\times0.01}=0.1772\ \mathrm{nm^{-1}} .
\]

The hexagonal lattice with constant \(a\) has reciprocal vectors \(\mathbf b_1,\mathbf b_2\) of length \(b=4\pi/(\sqrt3a)\), taken here at \(120^\circ\) to each other. An \(N\times N\) mesh divides each into \(N\) steps of length \(h=b/N\). "Five points along the radius" is taken to mean that, starting at the valley centre and walking along a reciprocal axis, the fifth step still lands inside the Fermi line. The centre itself is not counted. For \(m\) steps the condition is \(mh\le k_F\), or

\[
N\ \ge\ N_0=\frac{mb}{k_F}
=m\,\frac{4\pi}{\sqrt3\,a}\sqrt{\frac{g}{4\pi n}}
=m\sqrt{\frac{4\pi g}{3na^2}} .
\]

The last form follows from squaring the factor after \(m\): \(16\pi^2g/(3a^2\cdot4\pi n)=4\pi g/(3na^2)\). With \(a=0.316\) nm, \(b=22.959\ \mathrm{nm^{-1}}\) and

\[
N_0=\frac{5\times22.959}{0.1772}\approx648 ,
\]

or 647.68 before the inputs are rounded. Roughly 650 divisions per axis are therefore needed. If the valley centre were counted as one of the five points, four steps would suffice and the number would be 518.

## 2. The small parameter

A real pocket is not a circle. Its departure from one is governed by

\[
\kappa=k_Fa=\sqrt{\frac{4\pi na^2}{g}},
\]

the Fermi radius measured against the lattice. Here \(\kappa=0.1772\times0.316=0.056\). In terms of \(\kappa\) the circular result reads \(N_0=4\pi m/(\sqrt3\,\kappa)\), which is the leading term as \(\kappa\to0\). The first correction comes from the shape of the pocket.

Let \(\mathbf q\) be the wavevector measured from K, \(s=qa\), and \(\theta\) the angle from the Γ–K direction. Threefold rotation about K allows only angular harmonics \(\cos3l\theta\) and \(\sin3l\theta\). A vertical mirror combined with time reversal maps \(\theta\to-\theta\) within the same valley and spin branch, which removes the sines. A term of order \(q^p\) in a Taylor series contains harmonics no higher than \(p\), and of the same parity as \(p\). The cubic term is therefore proportional to \(\cos3\theta\), and the quartic term is isotropic. A line of constant energy near K obeys

\[
s^2\left(1-\eta s\cos3\theta-\zeta s^2\right)=s_0^2 ,
\]

up to higher orders, where \(\eta\) and \(\zeta\) are numbers belonging to the band and \(s_0\) labels the energy.

**Solving for the line.** Write \(C=\cos3\theta\) and \(s=s_0(1+\alpha s_0+\beta s_0^2)\). Then

\[
s^2=s_0^2\left[1+2\alpha s_0+(\alpha^2+2\beta)s_0^2\right],\qquad
s^3=s_0^3(1+3\alpha s_0),\qquad s^4=s_0^4,
\]

each to the order needed. Collecting powers in the equation of the line gives

\[
s_0^3:\quad 2\alpha-\eta C=0,
\qquad
s_0^4:\quad \alpha^2+2\beta-3\alpha\eta C-\zeta=0 .
\]

Hence \(\alpha=\eta C/2\) and \(\alpha^2+2\beta=\zeta+\tfrac32\eta^2C^2\), so that

\[
s^2=s_0^2\left[1+\eta C s_0+\left(\zeta+\tfrac32\eta^2C^2\right)s_0^2\right].
\]

**Fixing the area.** Electron counting fixes the enclosed area, \(\tfrac12\int q^2d\theta=\pi k_F^2\), so the angular average of \(s^2\) equals \(\kappa^2\). From now on \(k_F\) means the radius of the circle of equal area. Since \(\langle C\rangle=0\) and \(\langle C^2\rangle=\tfrac12\),

\[
\kappa^2=s_0^2\left[1+\left(\zeta+\tfrac34\eta^2\right)s_0^2\right].
\]

**The radius along a mesh axis.** The vector to K is \((2\mathbf b_1+\mathbf b_2)/3\), and \(\mathbf b_1\) makes an angle of \(30^\circ\) with it. Along \(\mathbf b_1\) therefore \(3\theta=\pm90^\circ\) and \(C=0\). The same holds for the other mesh axes, which are \(60^\circ\) apart. On an axis \(s_{\rm ax}^2=s_0^2(1+\zeta s_0^2)\). Dividing by \(\kappa^2\),

\[
\frac{s_{\rm ax}^2}{\kappa^2}=1-\tfrac34\eta^2\kappa^2,
\qquad
\frac{k_{\rm ax}}{k_F}=1-\tfrac38\eta^2\kappa^2 ,
\]

where \(s_0\) could be replaced by \(\kappa\) in the small term. The isotropic coefficient \(\zeta\) has cancelled at this order. Alone, an isotropic term leaves the line a circle, whose radius is fixed by its area; combined with the warping, it affects the axis radius only at higher order. The mesh requirement \(N\ge mb/k_{\rm ax}\) becomes

\[
N\ \ge\ \frac{4\pi m}{\sqrt3\,\kappa}\left[1+\tfrac38\eta^2\kappa^2+\dots\right].
\]

There is no correction of relative order \(\kappa\). The trigonal warping is of that order, since \(k(\theta)=k_F(1+\tfrac12\eta\kappa\cos3\theta+\dots)\), but the mesh axes run where it vanishes.

## 3. The correction for a lattice band

To put a number on \(\eta\), take a periodic band with minima at K and K′,

\[
E(\mathbf k)=\sqrt{\Delta^2+t^2|f|^2}-\Delta,\qquad
f=1+e^{i\mathbf k\cdot\mathbf a_1}+e^{i\mathbf k\cdot\mathbf a_2},
\]

with \(\mathbf a_1,\mathbf a_2\) at \(60^\circ\) and \(2\Delta\) the gap. This is a test model, not a first-principles band of MoS2. Multiplying out,

\[
|f|^2=3+2\cos(\mathbf k\cdot\mathbf a_1)+2\cos(\mathbf k\cdot\mathbf a_2)+2\cos(\mathbf k\cdot(\mathbf a_1-\mathbf a_2)).
\]

Define \(\mathbf e_1=-\mathbf a_1\), \(\mathbf e_2=\mathbf a_2\), \(\mathbf e_3=\mathbf a_1-\mathbf a_2\). They have length \(a\), sum to zero, and point at \(180^\circ\), \(60^\circ\) and \(-60^\circ\). At K each phase \(\mathbf K\cdot\mathbf e_j\) equals \(2\pi/3\) up to a multiple of \(2\pi\). With \(x_j=\mathbf q\cdot\mathbf e_j\) and \(\cos(2\pi/3+x)=-\tfrac12\cos x-\tfrac{\sqrt3}{2}\sin x\),

\[
|f|^2=3-\sum_j\cos x_j-\sqrt3\sum_j\sin x_j
=\tfrac12\sum_j x_j^2+\tfrac{\sqrt3}{6}\sum_j x_j^3-\tfrac1{24}\sum_j x_j^4+\dots
\]

The linear term is absent because \(\sum_jx_j=0\). The three directions give \(\sum x_j^2=\tfrac32s^2\), \(\sum x_j^3=-\tfrac34s^3\cos3\theta\) and \(\sum x_j^4=\tfrac98s^4\). Therefore

\[
|f|^2=\tfrac34s^2\left[1-\frac{s\cos3\theta}{2\sqrt3}-\frac{s^2}{16}+\dots\right].
\]

Because \(E\) rises monotonically with \(|f|^2\), lines of constant energy are lines of constant \(|f|^2\), and \(\eta=1/(2\sqrt3)\), \(\zeta=1/16\). With \(\eta^2=1/12\),

\[
\frac{k_{\rm ax}}{k_F}=1-\frac{\kappa^2}{32},
\qquad
N\ge\frac{4\pi m}{\sqrt3\,\kappa}+\frac{\pi m\kappa}{8\sqrt3}+\dots
\]

For the example \(\kappa^2/32=0.00314/32\approx1\times10^{-4}\). The correction adds \(5\pi\times0.056/(8\sqrt3)\approx0.06\) of a division, which leaves 648 unchanged. The Fermi line of this band, found numerically from its enclosed area, has \(k_{\rm ax}/k_F=0.99990\), as predicted. The predicted warping amplitude \(\kappa/(4\sqrt3)=0.81\,\%\) also agrees with the numerical line. In this test band the shape thus changes by nearly one per cent while the axis radius changes by a hundredth of one per cent. Both sizes follow from the model's \(\eta\); the \(\eta\) of MoS2 is a different number, and the two effects scale as \(\eta\) and \(\eta^2\).

The correction grows as \(\sqrt n\) and the leading term falls as \(1/\sqrt n\). At \(10^{13}\ \mathrm{cm^{-2}}\) the leading term is about 205 and the correction about 0.2. A direct search through meshes containing K, for the first whose fifth axis point is filled, gives 648, 291 and 207 divisions at 1, 5 and \(10\times10^{12}\ \mathrm{cm^{-2}}\). These are the values of \(N_0\) rounded up to a multiple of three.

**The energy.** The parabolic Fermi energy is \(E_F=\hbar^2k_F^2/(2m^*)\). With \(m^*=0.5\,m_0\) it is 2.394 meV. Matching the band to this mass requires \(3t^2a^2/(8\Delta)=\hbar^2/(2m^*)\), or \(t=1.353\) eV for a gap of 1.8 eV. Squaring the definition of the band gives \(E(E+2\Delta)=t^2|f|^2\), so

\[
E\approx\frac{t^2|f|^2}{2\Delta}\left(1-\frac{E}{2\Delta}\right),
\qquad
\frac{t^2|f|^2}{2\Delta}=E_F\frac{s_0^2}{\kappa^2}\approx E_F\left(1-\frac{\kappa^2}{8}\right).
\]

The last step uses \(\zeta+\tfrac34\eta^2=\tfrac18\). The two reductions are \(\kappa^2/8=0.04\,\%\) and \(E_F/(2\Delta)=0.13\,\%\), together 0.17 %. They lower 2.394 meV to 2.390 meV, the value found numerically.

## 4. Why 648 rather than 650

In mesh steps, K lies at \((2N/3,N/3)\) and K′ at \((N/3,2N/3)\). Both are points of a mesh containing Γ when \(N\) is a multiple of 3. The number 648 satisfies this and gives 5.0025 steps per Fermi radius.

For \(N=650\) the spacing is still fine enough, but K sits at \((433\tfrac13,216\tfrac23)\), the centre of a mesh triangle, \(1/\sqrt3=0.577\) steps from the nearest point. No row of points then starts at the valley centre. A rigid shift of the mesh can bring K onto a point but not K′ as well, because their fractional parts differ.

The area gives a second count. A mesh point occupies \(\tfrac{\sqrt3}{2}h^2\), so a pocket with \(k_F=mh\) contains about

\[
\frac{\pi m^2h^2}{\tfrac{\sqrt3}{2}h^2}=\frac{2\pi m^2}{\sqrt3}=90.7
\]

points. The charge gives the same figure. The cell area \(\sqrt3a^2/2=0.08648\ \mathrm{nm^2}\) carries \(8.648\times10^{-4}\) added electrons, so the mesh of \(648^2=419904\) points must hold 363.1 of them, or 90.8 per pocket. Filling the lattice band state by state, with the last state counted whole, occupies 91 points in valley K and five steps along the axis.

The resolution depends on direction. Along Γ–K successive mesh points are \(\sqrt3h\) apart, so the same mesh has only two points beyond the centre in that direction. Symmetry reduces the full mesh to 35317 inequivalent points when energies are summed over spin.

## 5. What the mesh does to the chemical potential

Five steps per radius is a geometrical resolution. Whether it suffices for a computed quantity depends on how sharp the occupation is. For a parabolic band in two dimensions the density of states per area is constant, \(D=n/E_F\). Integrating the Fermi function gives

\[
n=D\int_0^\infty\frac{dE}{e^{(E-\mu)/kT}+1}=D\,kT\ln\left(1+e^{\mu/kT}\right),
\qquad
\mu=kT\ln\left(e^{E_F/kT}-1\right).
\]

The table compares this with sums over the lattice band, in meV.

| Mesh | \(kT=0.1\) meV | \(kT=0.5\) meV |
|---|---|---|
| 60 | 0.126 | 0.628 |
| 129 | 2.383 | 2.279 |
| 324 | 2.590 | 2.393 |
| 648 | 2.433 | 2.385 |
| continuum | 2.394 | 2.390 |

On the 60 mesh, \(60^2\times8.648\times10^{-4}=3.11\) electrons must be placed, and the points K and K′ alone can hold four. Their occupation is 0.7783, so \(\mu=kT\ln(0.7783/0.2217)=1.256\,kT\). The chemical potential then reports the smearing, not the band.

At \(kT=0.1\) meV the error does not fall steadily with \(N\). The 129 mesh lies within 0.5 % of the continuum value, while the 324 mesh is 8 % too high. The rings of mesh points explain this. For \(N=129\), \(k_F/h=0.996\), so the first ring of six points lies almost on the Fermi line. Each valley must hold \(129^2\times8.648\times10^{-4}/4=3.6\) filled points, one at the centre and 2.6 on the ring. The ring is 43 % occupied, which puts \(\mu\) close to its energy. For \(N=324\), \(k_F/h=2.50\), and the partly filled ring has radius \(\sqrt7\,h=2.65\,h\), with energy \(7/2.50^2=1.12\) times \(E_F\). The good value at 129 is a coincidence of radii, and it worsens to an error of 5 % at \(kT=0.5\) meV. The 648 mesh is 1.6 % high at the smaller smearing. At the larger it is 0.2 % low, but the continuum row is for a parabolic band, and the Fermi energy of the lattice band lies 0.17 % below the parabolic one (Section 3). Little of that difference is therefore mesh error.

## 6. The opposite limit: room temperature

At 300 K, \(kT=25.85\) meV is eleven times \(E_F\), and there is no sharp Fermi line to resolve. Expand the occupation, a periodic function of \(\mathbf k\), in lattice vectors: \(F(\mathbf k)=\sum_{\mathbf R}F_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\). The mesh average of \(e^{i\mathbf k\cdot\mathbf R}\) is 1 if \(\mathbf R\) is \(N\) times a lattice vector and 0 otherwise, so

\[
\frac1{N^2}\sum_{\mathbf k}F(\mathbf k)=F_0+\sum_{\mathbf R\ne0}F_{N\mathbf R} .
\]

The first term is the true average and the rest is the mesh error. With \(z=e^{\mu/kT}<1\) and \(\lambda^2=\hbar^2/(2m^*kT)\), the occupation near a valley is \(\sum_{l\ge1}(-1)^{l+1}z^le^{-l\lambda^2q^2}\). The Fourier transform of each Gaussian is a Gaussian. When \(N\) is a multiple of 3 the valley phase \(e^{i\mathbf K\cdot N\mathbf R}\) equals 1; otherwise it changes the size and sign of the sum. In the first case the six nearest vectors, of length \(Na\), contribute, relative to the leading part of \(F_0\), terms of alternating sign and of magnitude

\[
6\,\frac{z^{l-1}}{l}\,e^{-X/l},\qquad X=\frac{(Na)^2}{4\lambda^2}.
\]

For \(N=60\), \(Na=19.0\) nm and \(\lambda^2=E_F/(k_F^2kT)=2.95\ \mathrm{nm^2}\), so \(X=30.5\). The computed \(\mu=-61.3\) meV gives \(z=0.093\). The largest term, at \(l=3\), is then about \(7\times10^{-7}\); the terms partly cancel, and their sum is about \(2\times10^{-7}\). The 60 and 648 meshes indeed give the same \(\mu\), \(-61.346\) meV, to all printed digits. The mesh that failed in the cold limit is ample for the carrier density here. This holds for thermal occupation of a smooth band, not for quantities that resolve energies much finer than \(kT\).

## 7. Spin splitting at low temperature

Let the two spin branches in each valley be separated by \(\Delta_s\), with equal masses. Each branch, counted over both valleys, holds \(2k_i^2/(4\pi)\) electrons per area, proportional to its filled depth \(E_i\). At fixed total density

\[
E_1+E_2=2E_F,\qquad E_1-E_2=\Delta_s
\quad\Rightarrow\quad
E_{1,2}=E_F\pm\tfrac12\Delta_s ,
\]

as long as \(\Delta_s<2E_F\). The radii are \(k_i=k_F\sqrt{E_i/E_F}\), and the smaller pocket requires

\[
N=\frac{N_0}{\sqrt{1-\Delta_s/(2E_F)}} .
\]

For \(\Delta_s=3\) meV the depths are 3.894 and 0.894 meV, and \(N=648/\sqrt{1-3/4.788}\approx1060\). Sorting the states of the lattice band puts 81.4 % of the electrons in the lower branch, against 81.3 % from \(E_1/(2E_F)\). The requirement diverges as the upper pocket empties. In this example that happens when the density falls to \(6.3\times10^{11}\ \mathrm{cm^{-2}}\). Below that density one branch holds all the charge and \(g=2\). If the splitting exceeded \(2E_F\) at \(10^{12}\ \mathrm{cm^{-2}}\), the estimate would be 458.

## 8. The model beside a real MoS2 layer

The lattice constant, mass, gap and spin splitting used here are rough values of the size that density-functional calculations give for monolayer MoS2; measured masses and splittings can differ. The density \(10^{12}\ \mathrm{cm^{-2}}\) is one that a gate can induce. Taking \(a=0.318\) nm lowers \(N_0\) to 643.6, so the first adequate mesh containing K is 645 instead of 648. Spin degeneracy is also broken in a cold layer. With equal masses and a splitting of 3 meV, resolving both pockets takes about 1060 divisions. This number is sensitive to the rough splitting used: by the formula of Section 7, 4 meV would raise it to about 1600, while above \(2E_F=4.8\) meV the upper pocket is empty and the estimate is 458 (459 for a mesh containing K). It is also sensitive to the rough mass, which no longer drops out because \(E_F\propto1/m^*\): at 3 meV, masses of 0.45 and \(0.55\,m_0\) give about 980 and 1160. In a transistor at 300 K and \(10^{12}\ \mathrm{cm^{-2}}\) the sharp Fermi line is lost instead, and a mesh of 60 suffices for the density. Upper valleys at a rough 0.2 eV would then hold about 0.1 % of the population of the K valleys, for equal masses and three times as many valleys. This share depends exponentially on the offset: it is about 1 % at 0.15 eV and about 6 % at 0.1 eV.

In a charged cell the compensating charge, whether a uniform background or a gate, shapes the potential but does not enter the state count, provided the added electrons stay in the four pockets. A one-sided gate produces a vacuum field \(en/\varepsilon_0=1.8\) MV/cm; its effect on the bands is not included here. Interactions are a more serious reservation. For a surrounding dielectric constant of 4, the radius of the circle that holds one electron on average, \(1/\sqrt{\pi n}=5.6\) nm, is \(r_s\approx13\) effective Bohr radii, so the Coulomb energy is not small beside the kinetic energy, and equal filling of the pockets is an assumption. If all the charge went into a single pocket, \(g=1\) would halve the estimate to 324.

## Calculated quantities

```
lattice constant a = 0.316 nm; density n = 1.0e+12 cm^-2
pockets g = 4; steps m = 5; mass = 0.5 m0
test-band gap = 1.8 eV; hopping = 1.353 eV
cell area = 0.08648 nm^2
added charge = 8.648e-04 electrons per cell
Fermi radius kF = 0.1772 nm^-1 = 0.01772 1/angstrom
reciprocal length b = 22.959 nm^-1
largest spacing kF/m = 0.03545 nm^-1
required divisions, before rounding = 647.68
smallest adequate mesh containing K = 648 per axis
steps per Fermi radius on that mesh = 5.0025
divisions if K counts as a point = 518.1
divisions for a = 0.318 nm = 643.6
650 mesh: nearest point to K = 0.5774 mesh steps
meshes at 1, 5, 10 e12 cm^-2 = [648, 291, 207]
filled axis steps found by filling = 5
filled points in valley K = 91
mean points per valley N^2 q/g = 90.78
area estimate 2 pi m^2/sqrt(3) = 90.69
total mesh points = 419904; irreducible = 35317
equivalent supercell side = 204.8 nm
Fermi energy, parabolic = 2.394 meV
Fermi energy, lattice band = 2.390 meV
axis radius / kF in lattice band = 0.99990
warping amplitude of radius = 0.81 %
smearing kT = 0.1 meV: continuum mu = 2.394 meV
  mesh 60: mu = 0.126 meV
  mesh 129: mu = 2.383 meV
  mesh 324: mu = 2.590 meV
  mesh 648: mu = 2.433 meV
smearing kT = 0.5 meV: continuum mu = 2.390 meV
  mesh 60: mu = 0.628 meV
  mesh 129: mu = 2.279 meV
  mesh 324: mu = 2.393 meV
  mesh 648: mu = 2.385 meV
kT at 300 K = 25.85 meV
mu at 300 K, mesh 60 = -61.346 meV
mu at 300 K, mesh 648 = -61.346 meV
spin splitting = 3.0 meV
split pocket depths = 3.894, 0.894 meV
split pocket radii = 0.2261, 0.1083 nm^-1
lower-branch share: formula 0.8133, sorted states 0.8139
divisions for the smaller pocket = 1059.9
divisions if one spin branch is filled = 458.0
one branch only below n = 6.27e+11 cm^-2
upper-valley offset = 0.2 eV; population ratio at 300 K = 0.13 %
one-sided gate field in vacuum = 1.81 MV/cm
dielectric constant = 4.0; interaction r_s = 13.3
```
